# Rotations and parity in a hydrogenic level built from two spins: a program that tests the result

```python
"""
Result under test: the bound hydrogenic level n is the representation (j, j),
j = (n-1)/2, of J1 = (L+K)/2 and J2 = (L-K)/2, where K = A/sqrt(-2E) and A is
the Runge-Lenz vector. Under rotations it splits into l = 0..n-1, once each.
Parity is P = (-1)^(n-1) * SWAP, where SWAP exchanges the two spin labels;
SWAP = (-1)^(2j-l) on the multiplet l, so P = (-1)^l.
Hartree atomic units; Z is the nuclear charge.

Wavefunctions are sums of x^a y^b z^c r^d exp(-kappa r), stored as a dictionary
{(a, b, c, d): coefficient}. Using z^2 = r^2 - x^2 - y^2 makes the form unique.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def combine(*pairs):
    """Linear combination of functions, brought to the unique form."""
    stack = [(k, c * v) for c, F in pairs for k, v in F.items()]
    out = {}
    while stack:
        (a, b, c, d), v = stack.pop()
        if c >= 2:
            stack += [((a, b, c - 2, d + 2), v), ((a + 2, b, c - 2, d), -v),
                      ((a, b + 2, c - 2, d), -v)]
        else:
            out[a, b, c, d] = out.get((a, b, c, d), 0) + v
    return {k: v for k, v in out.items() if abs(v) > 1e-13}


def times(F, i=None, rpow=0):
    """Multiply by x_i (if i is given) and by r^rpow."""
    out = {}
    for k, v in F.items():
        k = list(k)
        if i is not None:
            k[i] += 1
        k[3] += rpow
        out[tuple(k)] = v
    return out


def size(F):
    return max((abs(v) for v in F.values()), default=0.0)


def invert(F):
    """Replace (x, y, z) by (-x, -y, -z)."""
    return {k: v * (-1) ** (k[0] + k[1] + k[2]) for k, v in F.items()}


def top_function(power):
    """(x + i y)^power times the exponential."""
    F = {(0, 0, 0, 0): 1.0}
    for _ in range(power):
        F = combine((1, times(F, 0)), (1j, times(F, 1)))
    return F


class Coulomb:
    """Differential operators acting on functions with decay constant kappa."""
    def __init__(self, Z, kappa):
        self.Z, self.kappa = Z, kappa

    def grad(self, i, F):
        lowered, radial = {}, {}
        for k, v in F.items():
            if k[i]:
                q = list(k)
                q[i] -= 1
                lowered[tuple(q)] = v * k[i]
            radial[k] = v * k[3]
        return combine((1, lowered), (1, times(radial, i, -2)),
                       (-self.kappa, times(F, i, -1)))

    def p(self, i, F):
        return combine((-1j, self.grad(i, F)))

    def L(self, i, F):
        j, k = (i + 1) % 3, (i + 2) % 3
        return combine((1, times(self.p(k, F), j)), (-1, times(self.p(j, F), k)))

    def A(self, i, F):
        j, k = (i + 1) % 3, (i + 2) % 3
        p, L = self.p, self.L
        return combine((0.5, p(j, L(k, F))), (-0.5, p(k, L(j, F))),
                       (-0.5, L(j, p(k, F))), (0.5, L(k, p(j, F))),
                       (-self.Z, times(F, i, -1)))

    def H(self, F):
        return combine(*[(0.5, self.p(i, self.p(i, F))) for i in range(3)],
                       (-self.Z, times(F, None, -1)))


def spin(j):
    m = j - np.arange(int(round(2 * j)) + 1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)]


def chi(j, theta):
    """Character as the explicit sum over magnetic quantum numbers."""
    m = j - np.arange(int(round(2 * j)) + 1)
    return float(np.sum(np.cos(m * theta)))


def swap_matrix(d):
    S = np.zeros((d * d, d * d))
    for a in range(d):
        for b in range(d):
            S[b * d + a, a * d + b] = 1
    return S


def matrix_of(operator, states):
    """Matrix of an operator in the span of states; fails if it leaves it."""
    images = [operator(F) for F in states]
    keys = sorted({k for F in states + images for k in F})
    B = np.array([[F.get(k, 0) for F in states] for k in keys], complex)
    C = np.array([[F.get(k, 0) for F in images] for k in keys], complex)
    assert np.linalg.matrix_rank(B, tol=1e-8) == len(states)
    X = np.linalg.lstsq(B, C, rcond=None)[0]
    assert np.abs(B @ X - C).max() < 1e-8 * (1 + np.abs(C).max())
    return X


# Operator identities on a function that is no eigenfunction of anything here
op = Coulomb(2.0, 0.6)
g = combine((1, {(1, 0, 0, 0): 1.0, (0, 1, 1, 1): 0.7,
                 (2, 0, 1, 0): -0.4, (0, 0, 0, 2): 0.3}))
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    AA = combine((1, op.A(i, op.A(j, g))), (-1, op.A(j, op.A(i, g))))
    assert size(AA) > 1e-2
    assert size(combine((1, AA), (2j, op.L(k, op.H(g))))) < 1e-9
    LA = combine((1, op.L(i, op.A(j, g))), (-1, op.A(j, op.L(i, g))),
                 (-1j, op.A(k, g)))
    assert size(LA) < 1e-9
    HA = combine((1, op.H(op.A(i, g))), (-1, op.A(i, op.H(g))))
    assert size(HA) < 1e-9
    r_dot_p = combine(*[(1, times(op.p(q, op.p(i, g)), q)) for q in range(3)])
    p2 = combine(*[(1, op.p(q, op.p(q, g))) for q in range(3)])
    short_form = combine((1, times(p2, i)), (-1, r_dot_p), (1j, op.p(i, g)),
                         (-op.Z, times(g, i, -1)))
    assert size(combine((1, op.A(i, g)), (-1, short_form))) < 1e-9
assert size(combine(*[(1, op.L(i, op.A(i, g))) for i in range(3)])) < 1e-9

# Raising the top function with A_x + i A_y, for a decay constant left free
for l in range(4):
    u = top_function(l)
    raised = combine((1, op.A(0, u)), (1j, op.A(1, u)))
    factor = (l + 1) * op.kappa - op.Z
    expected = times(top_function(l + 1), None, -1)
    assert size(combine((1, raised), (-factor, expected))) < 1e-9


def build_shell(n, Z):
    """All product states |m1, m2> made by lowering the top wavefunction."""
    op = Coulomb(Z, Z / n)
    j = (n - 1) / 2

    def ladder(F, sign_K, direction):
        return combine((0.5, op.L(0, F)), (0.5j * direction, op.L(1, F)),
                       (0.5 * sign_K * n / Z, op.A(0, F)),
                       (0.5j * direction * sign_K * n / Z, op.A(1, F)))

    def norm(a):
        m = j - a
        return np.sqrt(j * (j + 1) - m * (m - 1))

    grid = {(0, 0): top_function(n - 1)}
    for sign_K in (1, -1):
        assert size(ladder(grid[0, 0], sign_K, 1)) < 1e-9
    for a in range(n):
        if a:
            grid[a, 0] = combine((1 / norm(a - 1), ladder(grid[a - 1, 0], 1, -1)))
        for b in range(1, n):
            grid[a, b] = combine((1 / norm(b - 1), ladder(grid[a, b - 1], -1, -1)))
    for b in range(n):
        assert size(ladder(grid[n - 1, b], 1, -1)) < 1e-8
        assert size(ladder(grid[b, n - 1], -1, -1)) < 1e-8
    states = [grid[a, b] for a in range(n) for b in range(n)]
    energy = -Z ** 2 / (2 * n ** 2)
    for F in states:
        assert size(combine((1, op.H(F)), (-energy, F))) < 1e-8
    return op, states, energy


table, orbital = [], {}
for n, Z in ((1, 1.0), (2, 1.0), (3, 2.0), (3, 1.0), (4, 1.0)):
    op, states, energy = build_shell(n, Z)
    J, one, S = spin((n - 1) / 2), np.eye(n), swap_matrix(n)
    Lmat = [matrix_of(lambda F, i=i: op.L(i, F), states) for i in range(3)]
    Kmat = [matrix_of(lambda F, i=i: combine((n / Z, op.A(i, F))), states)
            for i in range(3)]
    P = matrix_of(invert, states)
    for i in range(3):
        first, second = np.kron(J[i], one), np.kron(one, J[i])
        assert np.allclose(Lmat[i], first + second, atol=1e-7)
        assert np.allclose(Kmat[i], first - second, atol=1e-7)
        J1, J2 = (Lmat[i] + Kmat[i]) / 2, (Lmat[i] - Kmat[i]) / 2
        assert np.allclose(P @ J1 @ P, J2, atol=1e-7)
    assert np.allclose(P, (-1) ** (n - 1) * S, atol=1e-7)
    L2 = sum(M @ M for M in Lmat)
    values, vectors = np.linalg.eigh((L2 + L2.conj().T) / 2)
    l_values = np.rint((np.sqrt(1 + 4 * np.abs(values)) - 1) / 2).astype(int)
    assert np.allclose(values, l_values * (l_values + 1), atol=1e-6)
    assert sorted(set(l_values)) == list(range(n))
    for l in range(n):
        V = vectors[:, l_values == l]
        count = V.shape[1]
        parity = np.trace(V.conj().T @ P @ V).real / count
        exchange = np.trace(V.conj().T @ S @ V).real / count
        assert count == 2 * l + 1
        assert np.allclose(P @ V, (-1) ** l * V, atol=1e-6)
        assert np.allclose(S @ V, (-1) ** (n - 1 - l) * V, atol=1e-6)
        if Z == 1.0 and n > 1:
            table.append((n, l, count, exchange, parity))
    if Z == 1.0:
        orbital[n] = (states, Lmat, P, energy)

# Characters: rotation about a general axis, with and without the swap
axis = np.array([1.0, 2.0, 2.0]) / 3
for twice_j in range(6):
    j = twice_j / 2
    S = swap_matrix(twice_j + 1)
    for theta in (0.4, 1.3, 2.9):
        D = expm(-1j * theta * sum(a * M for a, M in zip(axis, spin(j))))
        DD = np.kron(D, D)
        plain = sum(chi(l, theta) for l in range(twice_j + 1))
        signed = sum((-1) ** (twice_j - l) * chi(l, theta)
                     for l in range(twice_j + 1))
        assert abs(np.trace(DD) - plain) < 1e-10
        assert abs(np.trace(S @ DD) - signed) < 1e-10
        assert abs(chi(j, 2 * theta) - signed) < 1e-10


def multiplicity(j, l):
    return quad(lambda t: (1 - np.cos(t)) / np.pi * chi(j, t) ** 2 * chi(l, t),
                0, np.pi)[0]


for twice_j in range(6):
    for l in range(twice_j + 3):
        wanted = 1 if l <= twice_j else 0
        assert abs(multiplicity(twice_j / 2, l) - wanted) < 1e-8

# Clebsch-Gordan exchange rule and the recursion for the highest m
highest = {}
for twice_j in (2, 3):
    j = Rational(twice_j, 2)
    ms = [j - a for a in range(twice_j + 1)]
    for l in range(twice_j + 1):
        for m1 in ms:
            for m2 in ms:
                if abs(m1 + m2) <= l:
                    c12 = float(clebsch_gordan(j, j, l, m1, m2, m1 + m2))
                    c21 = float(clebsch_gordan(j, j, l, m2, m1, m1 + m2))
                    assert abs(c12 - (-1) ** (twice_j - l) * c21) < 1e-12
        row = [(float(m), float(clebsch_gordan(j, j, l, m, l - m, l)))
               for m in ms if abs(l - m) <= j]
        jf = float(j)
        for (m_high, c_high), (m, c) in zip(row, row[1:]):
            q = l - m - 1
            left = c * np.sqrt(jf * (jf + 1) - m * (m + 1))
            right = c_high * np.sqrt(jf * (jf + 1) - q * (q + 1))
            assert abs(left + right) < 1e-12 and c * c_high < 0
        highest[twice_j, l] = row

# Worked example, n = 2: the product states as explicit functions
states2 = orbital[2][0]
up_down, down_up = states2[1], states2[2]
root = 1 / np.sqrt(2)
singlet = combine((root, up_down), (-root, down_up))
triplet = combine((root, up_down), (root, down_up))
CONST, R, ZC = (0, 0, 0, 0), (0, 0, 0, 1), (0, 0, 1, 0)
assert set(k for k, v in singlet.items() if abs(v) > 1e-10) == {CONST, R}
assert set(k for k, v in triplet.items() if abs(v) > 1e-10) == {ZC}
assert max(abs(np.imag(v)) for v in up_down.values()) < 1e-10
assert abs(singlet[R] / singlet[CONST] + 0.5) < 1e-10


def coefficient(F, key):
    return round(float(np.real(F.get(key, 0))), 6) + 0.0


print("Hydrogen, Z = 1; energies in hartree, lengths in bohr")
for n in (2, 3, 4):
    print(f"n = {n}: j = {(n - 1) / 2}, states = {len(orbital[n][0])}, "
          f"E = {orbital[n][3]:.6f} hartree")
print("n = 2, top state (x+iy) exp(-r/2); coefficients of 1, r, z")
print("(each function also has the factor exp(-r/2))")
for name, F in (("|+1/2,-1/2>", up_down), ("|-1/2,+1/2>", down_up),
                ("singlet", singlet), ("triplet, m=0", triplet)):
    print(f"  {name:13s}" + "".join(f"{coefficient(F, k):10.5f}"
                                    for k in (CONST, R, ZC)))
print("Multiplets from the wavefunctions: n, l, 2l+1, swap, parity")
for n, l, count, exchange, parity in table:
    print(f"  {n}  {l}  {count}  {exchange:+.0f}  {parity:+.0f}")

theta = np.pi / 3
print(f"n = 4, rotation angle = {np.degrees(theta):.0f} degrees")
print(f"  chi_3/2(angle) = {chi(1.5, theta):.6f}")
print(f"  chi_3/2(angle) squared = {chi(1.5, theta) ** 2:.6f}")
for l in range(4):
    print(f"  chi_{l}(angle) = {chi(l, theta):.6f}")
print(f"  sum of chi_l = {sum(chi(l, theta) for l in range(4)):.6f}")
print(f"  chi_3/2(twice the angle) = {chi(1.5, 2 * theta):.6f}")
states4, L4, P4, _ = orbital[4]
rotation = expm(-1j * theta * sum(a * M for a, M in zip(axis, L4)))
trace_R, trace_PR = np.trace(rotation).real, np.trace(P4 @ rotation).real
assert abs(trace_R - chi(1.5, theta) ** 2) < 1e-6
assert abs(trace_PR + chi(1.5, 2 * theta)) < 1e-6
print(f"  trace of rotation on orbitals = {trace_R:.6f}")
print(f"  trace of parity times rotation = {trace_PR:.6f}")
print("Multiplicity of l in (3/2, 3/2) from the character integral")
for l in range(5):
    print(f"  l = {l}: {abs(multiplicity(1.5, l)):.6f}")
print("Clebsch-Gordan coefficients of |l,l>, j = 3/2, as m1: value")
for l in range(3, -1, -1):
    print(f"  l = {l}: " + ", ".join(f"{m:+.1f}: {c:+.5f}"
                                     for m, c in highest[3, l]))
print("no test failed")
```

Printed output:

```
Hydrogen, Z = 1; energies in hartree, lengths in bohr
n = 2: j = 0.5, states = 4, E = -0.125000 hartree
n = 3: j = 1.0, states = 9, E = -0.055556 hartree
n = 4: j = 1.5, states = 16, E = -0.031250 hartree
n = 2, top state (x+iy) exp(-r/2); coefficients of 1, r, z
(each function also has the factor exp(-r/2))
  |+1/2,-1/2>    -2.00000   1.00000  -1.00000
  |-1/2,+1/2>     2.00000  -1.00000  -1.00000
  singlet        -2.82843   1.41421   0.00000
  triplet, m=0    0.00000   0.00000  -1.41421
Multiplets from the wavefunctions: n, l, 2l+1, swap, parity
  2  0  1  -1  +1
  2  1  3  +1  -1
  3  0  1  +1  +1
  3  1  3  -1  -1
  3  2  5  +1  +1
  4  0  1  -1  +1
  4  1  3  +1  -1
  4  2  5  -1  +1
  4  3  7  +1  -1
n = 4, rotation angle = 60 degrees
  chi_3/2(angle) = 1.732051
  chi_3/2(angle) squared = 3.000000
  chi_0(angle) = 1.000000
  chi_1(angle) = 2.000000
  chi_2(angle) = 1.000000
  chi_3(angle) = -1.000000
  sum of chi_l = 3.000000
  chi_3/2(twice the angle) = -1.000000
  trace of rotation on orbitals = 3.000000
  trace of parity times rotation = 1.000000
Multiplicity of l in (3/2, 3/2) from the character integral
  l = 0: 1.000000
  l = 1: 1.000000
  l = 2: 1.000000
  l = 3: 1.000000
  l = 4: 0.000000
Clebsch-Gordan coefficients of |l,l>, j = 3/2, as m1: value
  l = 3: +1.5: +1.00000
  l = 2: +1.5: +0.70711, +0.5: -0.70711
  l = 1: +1.5: +0.54772, +0.5: -0.63246, -0.5: +0.54772
  l = 0: +1.5: +0.50000, +0.5: -0.50000, -0.5: +0.50000, -1.5: -0.50000
no test failed
```
